# Jastrow Factors and the Fixed-Node Diffusion Monte Carlo Energy: a program that tests the result

```python
# Result under test: for a local potential, the fixed-node DMC energy depends on the
# nodes of the guide D*exp(J) and not on the positive Jastrow factor exp(J).
# System: two same-spin electrons in a 2D harmonic trap with repulsion 1/r (hartree units).
# Relative coordinate: u = distance from the node line, v = coordinate along it.
# Relative Hamiltonian: -laplacian + trap + 1/r; the centre-of-mass energy is added.
# J(r) = a r/(1 + b r); E_L = (H psi)/psi is the local energy of the guide psi.
import numpy as np
from numpy.polynomial import chebyshev, legendre
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants

WX, WY = 0.25, 0.35
TILT = np.pi / 6
CENTRE = (WX + WY) / 2
HARTREE_EV = physical_constants['Hartree energy in eV'][0]


def trap_form(angle, power):
    """Coefficients of uu, vv and 2uv in wx^power x^2 + wy^power y^2."""
    c, s = np.cos(angle), np.sin(angle)
    p, q = WX**power, WY**power
    return p*c*c + q*s*s, p*s*s + q*c*c, c*s*(q - p)


def potential(u, v, angle):
    p, q, s = trap_form(angle, 2)
    return 0.25*(p*u*u + q*v*v + 2*s*u*v) + 1/np.sqrt(u*u + v*v) + CENTRE


def guide(u, v, angle, jastrow):
    """ln|psi|, its gradient along u and v, and the local energy."""
    a, b = jastrow
    p, q, s = trap_form(angle, 1)
    r = np.sqrt(u*u + v*v)
    d = 1/(1 + b*r)
    slope = a*d*d/r
    gu = 1/u - 0.5*(p*u + s*v) + slope*u
    gv = -0.5*(q*v + s*u) + slope*v
    lap = -1/(u*u) - 0.5*(p + q) - 2*a*b*d**3 + slope
    log_psi = np.log(np.abs(u)) - 0.25*(p*u*u + q*v*v + 2*s*u*v) + a*r*d
    return log_psi, gu, gv, potential(u, v, angle) - lap - gu*gu - gv*gv


# Quadrature over one nodal pocket, the half plane u > 0
RMAX, NR, NT = 22.0, 90, 48
xr, wr = legendre.leggauss(NR)
xt, wt = legendre.leggauss(NT)
rad, wr = 0.5*RMAX*(xr + 1), 0.5*RMAX*wr
phi, wt = 0.5*np.pi*(xt + 1), 0.5*np.pi*wt
U, V = np.outer(rad, np.sin(phi)), np.outer(rad, np.cos(phi))
AREA = np.outer(rad*wr, wt)
RR = np.sqrt(U*U + V*V)

# Radial and angular expansion functions with their derivatives
K, L = 14, 10
cheb = chebyshev.chebval(rad/6 - 1, np.eye(K))
dcheb = chebyshev.chebval(rad/6 - 1, chebyshev.chebder(np.eye(K)))/6
env = rad*np.exp(-CENTRE*rad**2/4)
denv = (1/rad - CENTRE*rad/2)*env
free_radial = (env*cheb, denv*cheb + env*dcheb)
m = np.arange(1, L + 1)[:, None]
node_angular = (np.sin(m*phi), m*np.cos(m*phi))
odd = np.arange(1, 12, 2)[:, None]
odd_angular = (np.vstack([np.sin(odd*phi), np.cos(odd*phi)]),
               np.vstack([odd*np.cos(odd*phi), -odd*np.sin(odd*phi)]))
poly_angular = (legendre.legval(xt, np.eye(L)),
                legendre.legval(xt, legendre.legder(np.eye(L)))*2/np.pi)


def lowest_state(density, pot, radial, angular, projector=None, strength=0.0):
    """Minimize int density(|grad g|^2 + pot g^2) / int density g^2."""
    def product(p, q):
        return np.einsum('ki,lj->ijkl', p, q).reshape(NR*NT, -1)
    (f, df), (a, da) = radial, angular
    root = np.sqrt(AREA*density).reshape(-1, 1)
    values = product(f, a)*root
    norm = np.linalg.norm(values, axis=0)
    triangle = np.linalg.qr(values/norm)[1]
    transform = np.linalg.inv(triangle)/norm[:, None]
    ortho = values @ transform
    slope_r = (product(df, a)*root) @ transform
    slope_t = (product(f/rad, da)*root) @ transform
    h = slope_r.T @ slope_r + slope_t.T @ slope_t
    h += ortho.T @ (pot.reshape(-1, 1)*ortho)
    if projector is not None:  # factor 2: odd functions live on both half planes
        overlap = ortho.T @ (root[:, 0]*projector.ravel())
        h += 2*strength*np.outer(overlap, overlap)
    energy, vectors = np.linalg.eigh(0.5*(h + h.T))
    state = (ortho @ vectors[:, 0]/root[:, 0]).reshape(NR, NT)
    return energy[0], state*np.sign(np.sum(state*AREA*np.exp(-0.1*RR**2)*U))


def variational(jastrow):
    log_psi, _, _, eloc = guide(U, V, TILT, jastrow)
    weight = AREA*np.exp(2*log_psi)
    weight /= weight.sum()
    mean = np.sum(weight*eloc)
    return mean, np.sum(weight*(eloc - mean)**2)


best = minimize_scalar(lambda b: variational((1/3, b))[0], bounds=(0.02, 3),
                       method='bounded', options={'xatol': 1e-6})
jastrows = {'none': (0.0, 1.0), 'harmful': (-1/6, 0.5), 'optimized': (1/3, best.x)}


# Local energy against finite differences of the full two-electron wave function
def pair_wave(c, jastrow):
    pos = c.reshape(2, 2)
    s_orb = np.exp(-0.5*(WX*pos[:, 0]**2 + WY*pos[:, 1]**2))
    p_orb = (np.cos(TILT)*pos[:, 0] + np.sin(TILT)*pos[:, 1])*s_orb
    r = np.linalg.norm(pos[0] - pos[1])
    det = np.linalg.det(np.array([p_orb, s_orb]))
    return det*np.exp(jastrow[0]*r/(1 + jastrow[1]*r))


point = np.array([1.3, -0.4, -0.9, 0.8])
dx, dy = point[:2] - point[2:]
pu = np.cos(TILT)*dx + np.sin(TILT)*dy
pv = -np.sin(TILT)*dx + np.cos(TILT)*dy
local_error = 0.0
for jas in jastrows.values():
    h = 1e-3
    centre = pair_wave(point, jas)
    lap = sum(pair_wave(point + h*e, jas) + pair_wave(point - h*e, jas) - 2*centre
              for e in np.eye(4))/h**2
    trap = 0.5*np.sum(np.array([WX, WY, WX, WY])**2*point**2)
    direct = -0.5*lap/centre + trap + 1/np.hypot(dx, dy)
    local_error = max(local_error, abs(direct - guide(pu, pv, TILT, jas)[3]))

# Fixed-node energies without any guide, and the fermion energy with no node imposed
one = np.ones_like(U)
e_fn, phi0 = lowest_state(one, potential(U, V, TILT), free_radial, node_angular)
e_untilted, _ = lowest_state(one, potential(U, V, 0.0), free_radial, node_angular)
e_exact, _ = lowest_state(one, potential(U, V, TILT), free_radial, odd_angular)
pure_r = np.sum(AREA*phi0**2*RR)/np.sum(AREA*phi0**2)

print(f'trap frequencies: {WX} and {WY} hartree; node tilt {np.degrees(TILT):.0f} degrees')
print(f'centre-of-mass energy, included in all energies: {CENTRE:.3f} hartree')
print(f'optimized Jastrow: a = {1/3:.4f}, b = {best.x:.4f} per bohr')
print(f'harmful Jastrow: a = {-1/6:.4f}, b = {0.5:.4f} per bohr')
print(f'largest local-energy error against finite differences: {local_error:.1e} hartree')
print(f'fixed-node energy, tilted node, no guide: {e_fn:.6f} hartree = {e_fn*HARTREE_EV:.4f} eV')
print(f'fixed-node energy, untilted node: {e_untilted:.6f} hartree')
print(f'fermion energy, no node imposed: {e_exact:.6f} hartree = {e_exact*HARTREE_EV:.4f} eV')
print(f'node error of the tilted determinant: {e_fn - e_exact:.6f} hartree')
print(f'pure fixed-node mean separation: {pure_r:.4f} bohr')

vmc, guided, mixed, mixed_r = {}, {}, {}, {}
for name, jas in jastrows.items():
    vmc[name] = variational(jas)
    log_psi, _, _, eloc = guide(U, V, TILT, jas)
    psi = np.exp(log_psi)
    guided[name], _ = lowest_state(psi**2, eloc, (cheb, dcheb), poly_angular)
    weight = AREA*phi0*psi
    mixed[name] = np.sum(weight*eloc)/weight.sum()
    mixed_r[name] = np.sum(weight*RR)/weight.sum()
    print(f'{name}: variational energy {vmc[name][0]:.6f} hartree')
    print(f'{name}: local-energy variance {vmc[name][1]:.6f} hartree^2')
    print(f'{name}: guided fixed-node energy {guided[name]:.6f} hartree')
    print(f'{name}: mixed-estimator energy {mixed[name]:.6f} hartree')
    print(f'{name}: mixed mean separation {mixed_r[name]:.4f} bohr')

# Nonlocal term strength*|p><p| at the untilted node, in the locality approximation
STRENGTH = 0.2
proj = U*np.exp(-0.25*RR**2)
proj /= np.sqrt(2*np.sum(AREA*proj**2))
e_nonlocal, _ = lowest_state(one, potential(U, V, 0.0), free_radial, node_angular,
                             proj, STRENGTH)
locality = {}
for name in ('none', 'optimized'):
    psi = np.exp(guide(U, V, 0.0, jastrows[name])[0])
    localized = STRENGTH*proj*2*np.sum(AREA*proj*psi)/psi
    locality[name], _ = lowest_state(one, potential(U, V, 0.0) + localized,
                                     free_radial, node_angular)
print(f'nonlocal term: strength {STRENGTH} hartree, projector exponent 0.25 per bohr^2')
print(f'nonlocal term treated in full, untilted node: {e_nonlocal:.6f} hartree')
for name, value in locality.items():
    print(f'{name}: locality-approximation energy {value:.6f} hartree')


def diffusion_mc(name, tau, copies, population, seed, total_time=800.0):
    """Mean energy and error for independent ensembles of fixed population."""
    rng = np.random.default_rng(seed)
    n, jas, ref = copies*population, jastrows[name], vmc[name][0]
    cap = 2/np.sqrt(tau)

    def walker_data(u, v):
        log_psi, gu, gv, eloc = guide(u, v, TILT, jas)
        step = 4*tau/(1 + np.sqrt(1 + 4*tau*(gu*gu + gv*gv)))  # bounded drift
        return np.array([u, v, log_psi, eloc, step*gu, step*gv])

    state = walker_data(rng.rayleigh(2.0, n), 2*rng.standard_normal(n))
    warm, steps = int(50/tau), int(total_time/tau)
    series = np.empty(steps)
    for k in range(-warm, steps):
        noise = rng.standard_normal((2, n))
        trial = state[:2] + state[4:] + np.sqrt(2*tau)*noise
        new = walker_data(trial[0], trial[1])
        back = state[:2] - trial - new[4:]
        log_ratio = (2*(new[2] - state[2]) - np.sum(back**2, axis=0)/(4*tau)
                     + 0.5*np.sum(noise**2, axis=0))
        accept = (trial[0] > 0) & (-rng.standard_exponential(n) < log_ratio)
        old_energy = state[3]
        state = np.where(accept, new, state)
        excess = np.clip(old_energy - ref, -cap, cap) + np.clip(state[3] - ref, -cap, cap)
        weight = np.exp(-0.5*tau*excess).reshape(copies, population)
        total = np.cumsum(weight, axis=1)
        if k >= 0:
            energy = state[3].reshape(copies, population)
            series[k] = np.mean(np.sum(weight*energy, axis=1)/total[:, -1])
        # Comb resampling: every ensemble keeps its population
        comb = np.floor(total/total[:, -1:]*population - rng.random((copies, 1)))
        counts = np.diff(comb, axis=1, prepend=-1.0).astype(int)
        state = state[:, np.repeat(np.arange(n), counts.ravel())]
    blocks = series[:steps//20*20].reshape(20, -1).mean(axis=1)
    return blocks.mean(), blocks.std(ddof=1)/np.sqrt(20)


TAUS = (1.6, 0.4, 0.2)
WALKERS, SMALL = 2000, 5
runs, limit, crowd = {}, {}, {}
print(f'DMC: {WALKERS} walkers, 800 inverse hartree of sampling after 50 of equilibration')
for i, name in enumerate(('none', 'optimized')):
    for j, tau in enumerate(TAUS):
        runs[name, tau] = diffusion_mc(name, tau, 1, WALKERS, 100 + 10*i + j)
        e, err = runs[name, tau]
        print(f'{name}: DMC at step {tau} per hartree: {e:.5f} +- {err:.5f} hartree, '
              f'bias {e - e_fn:+.5f}')
    (e4, s4), (e2, s2) = runs[name, 0.4], runs[name, 0.2]
    limit[name] = (2*e2 - e4, np.hypot(2*s2, s4))
    print(f'{name}: DMC extrapolated to zero step: {limit[name][0]:.5f} '
          f'+- {limit[name][1]:.5f} hartree')
    e5, s5 = diffusion_mc(name, 0.4, WALKERS//SMALL, SMALL, 200 + i)
    crowd[name] = (e5 - e4, np.hypot(s5, s4))
    print(f'{name}: population bias, {SMALL} against {WALKERS} walkers, step 0.4: '
          f'{crowd[name][0]:+.5f} +- {crowd[name][1]:.5f} hartree')

assert local_error < 1e-5
assert abs(e_untilted - e_exact) < 1e-5
assert e_fn > e_exact + 1e-3
for name in jastrows:
    assert abs(guided[name] - e_fn) < 1e-5
    assert abs(mixed[name] - e_fn) < 2e-5
    assert vmc[name][0] > e_fn
assert vmc['optimized'][0] < vmc['none'][0] < vmc['harmful'][0]
assert vmc['optimized'][1] < vmc['none'][1]
assert abs(mixed_r['none'] - mixed_r['optimized']) > 1e-2
assert abs(locality['none'] - locality['optimized']) > 1e-4
for name in limit:
    # four standard errors plus an allowance for curvature in the time step
    assert abs(limit[name][0] - e_fn) < 4*limit[name][1] + 2e-4
assert limit['optimized'][0] - e_exact > 4*limit['optimized'][1]
bias = {name: abs(runs[name, 1.6][0] - e_fn) for name in limit}
spread = np.hypot(runs['none', 1.6][1], runs['optimized', 1.6][1])
assert bias['none'] - bias['optimized'] > 3*spread
spread = np.hypot(crowd['none'][1], crowd['optimized'][1])
assert abs(crowd['none'][0]) - abs(crowd['optimized'][0]) > 3*spread
print('all good')
```

Printed output:

```
trap frequencies: 0.25 and 0.35 hartree; node tilt 30 degrees
centre-of-mass energy, included in all energies: 0.300 hartree
optimized Jastrow: a = 0.3333, b = 0.1117 per bohr
harmful Jastrow: a = -0.1667, b = 0.5000 per bohr
largest local-energy error against finite differences: 4.6e-08 hartree
fixed-node energy, tilted node, no guide: 1.162277 hartree = 31.6272 eV
fixed-node energy, untilted node: 1.146993 hartree
fermion energy, no node imposed: 1.146993 hartree = 31.2113 eV
node error of the tilted determinant: 0.015285 hartree
pure fixed-node mean separation: 4.2197 bohr
none: variational energy 1.200661 hartree
none: local-energy variance 0.032859 hartree^2
none: guided fixed-node energy 1.162277 hartree
none: mixed-estimator energy 1.162277 hartree
none: mixed mean separation 3.8832 bohr
harmful: variational energy 1.212320 hartree
harmful: local-energy variance 0.054088 hartree^2
harmful: guided fixed-node energy 1.162277 hartree
harmful: mixed-estimator energy 1.162277 hartree
harmful: mixed mean separation 3.8452 bohr
optimized: variational energy 1.170016 hartree
optimized: local-energy variance 0.002685 hartree^2
optimized: guided fixed-node energy 1.162277 hartree
optimized: mixed-estimator energy 1.162277 hartree
optimized: mixed mean separation 4.1779 bohr
nonlocal term: strength 0.2 hartree, projector exponent 0.25 per bohr^2
nonlocal term treated in full, untilted node: 1.192384 hartree
none: locality-approximation energy 1.195441 hartree
optimized: locality-approximation energy 1.192855 hartree
DMC: 2000 walkers, 800 inverse hartree of sampling after 50 of equilibration
none: DMC at step 1.6 per hartree: 0.70722 +- 0.05829 hartree, bias -0.45505
none: DMC at step 0.4 per hartree: 1.16286 +- 0.00020 hartree, bias +0.00058
none: DMC at step 0.2 per hartree: 1.16349 +- 0.00028 hartree, bias +0.00121
none: DMC extrapolated to zero step: 1.16412 +- 0.00059 hartree
none: population bias, 5 against 2000 walkers, step 0.4: +0.00852 +- 0.00035 hartree
optimized: DMC at step 1.6 per hartree: 1.13700 +- 0.01321 hartree, bias -0.02528
optimized: DMC at step 0.4 per hartree: 1.16230 +- 0.00008 hartree, bias +0.00002
optimized: DMC at step 0.2 per hartree: 1.16236 +- 0.00010 hartree, bias +0.00008
optimized: DMC extrapolated to zero step: 1.16242 +- 0.00022 hartree
optimized: population bias, 5 against 2000 walkers, step 0.4: +0.00168 +- 0.00013 hartree
all good
```
